Edge resistances of a quantum anomalous Hall bar with a domain wall

**Problem**

A film in the quantum anomalous Hall state is cut into a long bar. Its left half has Chern number C = +1 and its right half C = −1. The domain wall between them crosses the full width of the bar. Seen from above, the edge channel of a C = +1 domain circulates counterclockwise, which fixes the sign convention, and that of a C = −1 domain circulates clockwise.

Contact 1, the source, covers the left end, and contact 4, the drain, covers the right end. Four voltage probes touch the long edges: 2 (top, left of the wall), 3 (top, right of it), 6 (bottom, left) and 5 (bottom, right). A current I enters at 1 and leaves at 4. The wall is fully mixing: whatever channels run along it leave it with equal populations. The bulk is insulating, opposite edges do not exchange electrons, and the response is linear. Find the longitudinal resistances

R_bottom = (V₆ − V₅)/I and R_top = (V₂ − V₃)/I.

**A tempting solution**

The wall is an obstacle across a one-channel conductor. Let T be the probability that an electron arriving from the left crosses it. Full mixing means T = 1/2. The current is

I = (e²/h) T (V₁ − V₄).

Left of the wall there is a channel arriving with potential V₁ and a returning channel with potential (1 − T)V₁ + T V₄. Their average is

V_L = V₁ − (T/2)(V₁ − V₄).

On the right, the channel coming from the drain has potential V₄ and the one running towards it has T V₁ + (1 − T)V₄, with the average

V_R = V₄ + (T/2)(V₁ − V₄).

The voltage drop across the wall is therefore

V_L − V_R = (1 − T)(V₁ − V₄),

and division by the current gives

R = (h/e²)(1 − T)/T = h/e² for T = 1/2.

Since the wall crosses the whole bar, the top and bottom edges look equivalent, and both resistances are declared to be h/e².

**Where it fails**

The current and the two averages are correct. The error is to let a probe read an average. In an ordinary narrow wire both directions of motion are present at the same place, and a probe that couples equally to both does measure their mean. Here the two directions run on opposite edges, and each probe touches one of them.

The appeal to symmetry fails too. A reflection that exchanges top and bottom also turns counterclockwise circulation into clockwise. The reflected bar has C = −1 on the left and +1 on the right, so it is a different bar, and nothing forces the two edges of the original one to agree.

**The circulation**

In the left domain, counterclockwise motion runs to the right along the bottom edge, up along the wall, and to the left along the top edge. In the right domain, clockwise motion runs to the left along the bottom edge, up along the wall, and to the right along the top edge. Both channels thus reach the wall at its bottom end, run up it side by side, and separate at its top end. The number of wall channels is |(+1) − (−1)| = 2, and they move in the same direction.

**What the probes read**

A contact at potential V_c, coupled with probability τ to a passing channel of potential V_in, feeds the net current

I_c = (e²/h) τ (V_c − V_in)

into the sample. A voltage probe has I_c = 0, so V_c = V_in. The channel leaves the probe with potential (1 − τ)V_in + τV_c = V_in, hence unchanged. This holds for any τ > 0, so a poorly coupled probe reads the same value as a perfect one.

With ideal source and drain, the bottom edge carries V₁ from contact 1 past probe 6, and V₄ from contact 4 past probe 5:

V₆ = V₁, V₅ = V₄.

**What the wall does**

Keep T general for the moment. An electron arriving from the bottom left leaves to the top right with probability T and to the top left with probability 1 − T. Let T′ be the probability that an electron arriving from the bottom right leaves to the top right. The potential of the channel leaving to the top left is

V₂ = (1 − T)V₁ + (1 − T′)V₄.

If all contacts have the same potential V, this channel must have it as well, since no current flows in equilibrium. That requires (1 − T) + (1 − T′) = 1, or T′ = 1 − T. Hence

V₂ = (1 − T)V₁ + T V₄,
V₃ = T V₁ + (1 − T)V₄.

**Current and resistances**

Contact 1 emits a channel at V₁ and receives the top-left channel at V₂, so

I = (e²/h)(V₁ − V₂) = (e²/h) T (V₁ − V₄).

At the drain, the current leaving the sample is (e²/h)(V₃ − V₄), which is the same expression. The voltage differences are

V₆ − V₅ = V₁ − V₄,
V₂ − V₃ = (1 − 2T)(V₁ − V₄).

Dividing each by I gives

R_bottom = (h/e²)/T,
R_top = (h/e²)(1 − 2T)/T.

Full mixing gives both outgoing channels the mean potential (V₁ + V₄)/2, which is T = 1/2. Therefore

R_bottom = 2h/e², R_top = 0.

The tempting value h/e² is the mean of these two resistances, as it must be, because it came from averaging the potentials of the two edges.

Imperfect source and drain contacts do not alter the result. They change the potentials that the bottom channels carry, but V₆ and V₅ measure those potentials directly, and the derivation can be repeated with V₆ and V₅ in place of V₁ and V₄. Only the two-terminal resistance (V₁ − V₄)/I, equal to 2h/e² for ideal contacts, then acquires an extra part.

**Why the edges differ by 2h/e²**

The Hall voltages on the two sides of the wall are

V₂ − V₆ = −T(V₁ − V₄),
V₃ − V₅ = +T(V₁ − V₄).

Division by I gives −h/e² on the left and +h/e² on the right, whatever the value of T. Going round the four probes,

(V₆ − V₅) − (V₂ − V₃) = (V₃ − V₅) − (V₂ − V₆),

so that

R_bottom − R_top = h/e² + h/e² = 2h/e².

The difference comes from the change of sign of the Hall resistance at the wall. Mixing decides how this fixed difference is placed. As T → 0 the two domains decouple: the current at fixed voltage vanishes and both resistances diverge. At T = 1 every electron changes domain, and R_bottom = h/e² while R_top = −h/e². The negative value is allowed, because the supplied power I(V₁ − V₄) = (h/e²)I²/T stays positive.

Reversing both magnetizations reverses every channel. The wall channels then run down and separate at the bottom edge, so that R_top = 2h/e² and R_bottom = 0. Reversing the current alone changes the sign of every voltage difference along with I and leaves both resistances as they were.

**How long must the wall be?**

Suppose that electrons hop between the wall channels a and b incoherently, at equal rates in both directions, and that a joins the top-left edge and b the top-right edge. Then

dV_a/dy = −(V_a − V_b)/(2ℓ),
dV_b/dy = +(V_a − V_b)/(2ℓ),

where ℓ is the mixing length. At the bottom of the wall, a is fed by the bottom-left edge and b by the bottom-right edge, so V_a(0) = V₁ and V_b(0) = V₄. The sum V_a + V_b is constant, and the difference decays as exp(−y/ℓ). At the top of a wall of length w,

V_a(w) = (V₁ + V₄)/2 + [(V₁ − V₄)/2] exp(−w/ℓ).

Comparison with V₂ = (1 − T)V₁ + T V₄ gives

T = [1 − exp(−w/ℓ)]/2,

and insertion into the resistances gives

R_bottom = (2h/e²)/[1 − exp(−w/ℓ)],
R_top = (2h/e²)/[exp(w/ℓ) − 1].

Their ratio is R_top/R_bottom = exp(−w/ℓ). Within this model, a top resistance below 1 % of the bottom one needs w > 4.6ℓ.

**A coherent wall is a different case**

If T hardly varies over the energies that carry the current, strong random scattering without loss of phase does not in general give the stated result in a single sample. Two channel amplitudes can be represented by a direction on a sphere, with T = (1 − cos θ)/2. If scattering makes all directions equally likely, cos θ is uniform on [−1, 1], and T is uniform on [0, 1]. Its mean is 1/2, but the mean of R_bottom contains the integral of dT/T, which diverges logarithmically at small T. One such wall in four has T < 1/4 and hence R_bottom > 4h/e². A simulated set of walls, each a chain of 60 scatterers with crossing probability 0.1 and random phases between them, gave a mean T of 0.499 and a share of 0.252 above 4h/e².

Full mixing in the problem therefore means equal populations in the sample that is measured, as inelastic scattering or loss of phase along the wall can provide.

**A lattice calculation**

The network argument takes the chiral channels for granted. A two-band lattice model with Chern numbers of magnitude 1 and opposite sign does not. In it, every site of a four-site-wide strip along the wall was connected to its own floating probe, which destroys phase memory, and no value of T was put in. For a wall 20 sites long the result was R_bottom = 1.9997 h/e² and R_top = 0.0001 h/e². The two domains of this model differ in the sign of the on-site mass term, which reverses the Chern number but is not a time reversal of the lattice, and exchanging the two signs exchanged the two values. A wall between time-reversed domains, with the whole σ_z term reversed, gives 2.0001 and 0.0004 h/e² at the same length. The floating probes broadened the levels of each wall site by an energy equal to the bulk half gap, and this strength matters. For a 14-site wall with the wider gaps described below, a broadening of 0.1 half gaps leaves R_top = 0.62 h/e², while 0.3 and 3 half gaps each leave about 0.025 h/e². These values belong to this particular wall: the wall between time-reversed domains mixes more slowly and leaves about 3.5, 0.46 and 0.05 h/e² for the same three broadenings.

When the wall was lengthened from 14 to 20 sites, R_top fell from 0.00023 to 0.00008 h/e². The difference R_bottom − R_top stayed about 0.0004 h/e² below 2h/e² at both lengths, so this remainder is not incomplete mixing. It comes from weak leakage through the few bulk sites that separate the contacts from each other and from the wall: for the 14-site wall, widening each of these gaps by two sites reduces the remainder to about 0.00002 h/e². The same leakage accounts for about 0.00007 h/e² of R_top at both lengths. With the wider gaps, R_top is 0.00016 h/e² for 14 sites and 0.00001 h/e² for 20 sites, and R_bottom for 20 sites is 1.99999 h/e².

Without the floating probes, five disordered walls 14 sites long gave T between 0.26 and 0.43 and R_top between 0.32 and 1.85 h/e². In each of them the bottom resistance was larger than the top one by 2h/e² to within 0.1 %. All five values of T lie below 1/2, and so small a set does not establish a uniform distribution.

**Numbers for a micrometre-scale bar**

Take a bar of width w = 50 μm, probes 100 μm apart, ℓ = 5 μm, I = 0.5 nA and a temperature of 30 mK. With h/e² = 25.813 kΩ,

R_bottom = 2 × 25.813 kΩ = 51.626 kΩ,
V₆ − V₅ = 0.5 nA × 51.626 kΩ = 25.8 μV.

With the drain at zero, probe 6 reads 25.8 μV, probe 5 reads zero, and probes 2 and 3 both read 12.9 μV. The wall is ten mixing lengths long, which leaves

R_top = 51.626 kΩ/(e¹⁰ − 1) = 2.3 Ω.

A vanishing top voltage does not mean that the electrons leave the wall in equilibrium. Write V = V₁ − V₄. If mixing conserves energy, each outgoing channel is filled with the average of two Fermi functions, centred eV/2 above and below its mean level. Relative to a filled channel at that level, each Fermi function contributes (π²/6)(kT₀)² + (eV/2)²/2 to the energy integral, where T₀ is the temperature of the contacts. The part due to the bias is (eV)²/8 per channel. Division by h gives an energy current, and the two channels together carry

P_wall = 2 × (eV)²/(8h) = e²V²/(4h).

The supplied power is IV = e²V²/(2h) = 12.9 fW, so half of it leaves the wall as excess energy of the electrons. The other half is released when these electrons enter the source and drain, whose levels lie eV/2 above and below the mean level of the channels. The excess energy is released there as well if the electrons keep it on the way. Ideally coupled probes 2 and 3, held at the contact temperature, would absorb it instead.

If the electrons thermalize within their channels and lose no heat to the lattice, their temperature Tₑ follows from

(π²/6)(kTₑ)² = (π²/6)(kT₀)² + (eV)²/8,

which gives

(kTₑ)² = (kT₀)² + 3(eV)²/(4π²).

For the present numbers Tₑ = 88 mK, almost three times the contact temperature. Cooling by the lattice would lower it.

**Comparison with real films**

These parameters are rough values meant for films of magnetically doped topological insulators, in which the quantized state is a low-temperature effect, usually studied well below 1 K. The mixing length is an assumption and the least certain of them. If it were equal to the bar width, R_top would be 2/(e − 1) = 1.16 h/e², about 30 kΩ, and the zero would be lost.

Real films also break the assumption of an insulating bulk. Take a bulk conductivity σ_xx = (e²/h) exp(−Δ/kT_b), where T_b is the bulk temperature and Δ = 0.1 meV, with a prefactor that is itself only a guess. Inverting the conductivity tensor and multiplying by the length-to-width ratio of 2 gives an extra longitudinal resistance of about 0.1 Ω at 88 mK and about 1 kΩ at 300 mK, if the current is uniform between the probes. The wall makes it non-uniform. Solving for the potential with the same conductivity and geometry lowers the values on the top edge to about 0.06 Ω and 0.6 kΩ. The latter is about 1 % of R_bottom, and it would be plainly visible on the top edge, where the ideal value is zero.

The bias energy eV is 0.26 of Δ. Since V is proportional to I, the two become equal near 1.9 nA. This marks where linear response becomes doubtful in the model and does not predict a breakdown current. Direct tunnelling between the long edges is negligible for a clean gap: a half gap of 10 meV and ħv = 0.3 eV nm give a decay length of 30 nm, against a width of 50 μm. That estimate does not cover leakage through disorder states in the gap. The remaining values are in the numerical output below.

Numbers as computed

```
h/e^2 = 25.8128 kOhm
Network T=1/2: R_bottom = 2.000 h/e^2
Network T=1/2: R_top = 0.000 h/e^2
Hall left (V2-V6)/I = -1.000 h/e^2
Hall right (V3-V5)/I = 1.000 h/e^2
Two-terminal R = 2.000 h/e^2
Network T=1: R_bottom, R_top = 1.00, -1.00 h/e^2
Reversed: R_bottom, R_top = 0.00, 2.00 h/e^2
Lattice |Chern number| = 1.0000, product = -1.0000
Lattice wall 14 sites: R_bottom = 1.99987 h/e^2
Lattice wall 14 sites: R_top = 0.00023 h/e^2
Lattice wall 20 sites: R_bottom = 1.99973 h/e^2
Lattice wall 20 sites: R_top = 0.00008 h/e^2
Shift of R_top, 14 to 20 sites = -0.00015 h/e^2
Lattice reversed: R_bottom = 0.00008 h/e^2
Lattice reversed: R_top = 1.99973 h/e^2
Coherent wall 1: T = 0.279, R_bottom = 3.595, R_top = 1.596 h/e^2
Coherent wall 2: T = 0.430, R_bottom = 2.323, R_top = 0.323 h/e^2
Coherent wall 3: T = 0.378, R_bottom = 2.644, R_top = 0.644 h/e^2
Coherent wall 4: T = 0.327, R_bottom = 3.059, R_top = 1.059 h/e^2
Coherent wall 5: T = 0.260, R_bottom = 3.849, R_top = 1.850 h/e^2
Chain, w = l: mean T = 0.3187, law 0.3161
Random coherent wall: mean T = 0.499
Random coherent wall: std of T = 0.290
Share of walls with R_bottom > 4 h/e^2 = 0.252
Width = 50 um, probe spacing = 100 um
Mixing length = 5 um
Current = 0.5 nA, temperature = 30 mK
Activation energy = 0.10 meV
Half gap = 10 meV, hbar v = 0.3 eV nm
R_bottom = 51.626 kOhm
V6-V5 = V1-V4 = 25.813 uV
V2-V3 = 0.000 uV
Hall voltage magnitude = 12.906 uV
Incomplete mixing: 1/2 - T = 2.27e-05
Incomplete mixing: R_top = 2.34 Ohm
Supplied power = 12.91 fW
Share carried from wall as excess energy = 0.500
Electron temperature without lattice cooling = 87.9 mK
Bulk conduction at that temperature: 9.47e-02 Ohm
Bulk conduction at 300 mK: 1078 Ohm
Bias energy / activation energy = 0.258
Edge decay length = 30 nm
log10 of tunnelling factor across bar = -1448
```
